# Repairable Yield of a Memory Block with Four Spare Rows

## Problem

A ferroelectric memory block stores one bit per cell, each cell having one transistor and one capacitor. It has \(R=1024\) regular rows of \(C=1024\) cells. A row is faulty if at least one of its cells is faulty. The number \(N\) of faulty rows varies from block to block and follows a Poisson distribution with mean \(m=2\).

The block also has \(s=4\) spare rows. All four are free of faults, and each can replace any one faulty row. No other kind of fault is present.

(a) Estimate the repairable yield, the fraction of blocks in which every faulty row can be replaced, from the size of the fluctuations in \(N\).

(b) Calculate it exactly within the Poisson model, and compare.

(c) How many spares would bring the yield to 99 percent?

(d) Which of the assumptions matter most?

Yields are given in percent, and differences between yields in percentage points.

## First estimate by scaling

On average two rows need replacing, and four spares are available. Blocks are lost through fluctuations, so the margin must be compared with the width of the distribution.

Let each row be faulty independently with probability \(q=m/R=2/1024=0.00195\). A single row contributes 0 or 1 to the count, with variance \(q-q^2=q(1-q)\). Variances of independent contributions add, so

\[
\operatorname{Var}(N)=Rq(1-q)=m(1-q)\approx m .
\]

The typical fluctuation is therefore \(\sqrt m=1.41\) rows. The first count that cannot be repaired is \(N=5\). It lies 3 rows above the mean, or \(3/1.41=2.1\) widths, so the loss should be a few percent.

To put a number on this, replace the distribution by a bell curve of the same mean and variance, read at whole numbers:

\[
G_k=\frac{1}{\sqrt{2\pi m}}\exp\!\left[-\frac{(k-m)^2}{2m}\right].
\]

For \(m=2\) the prefactor is \(1/\sqrt{4\pi}=0.282\), and

\[
G_5=0.282\,e^{-9/4}=0.0297,\qquad
G_6=0.282\,e^{-4}=0.0052,\qquad
G_7=0.282\,e^{-25/4}=0.0005 .
\]

Later terms are negligible at this accuracy. The estimated loss is \(0.0297+0.0052+0.0005\approx0.035\), and the estimated yield is about 96.5 percent.

This figure counts everything below \(N=5\) as repairable, including the 3.5 percent of its weight that the bell curve places on impossible negative counts. Removing that weight and rescaling the rest gives 96.3 percent, nearly the same. The bell curve is justified for \(m\gg1\), so at \(m=2\) this is a rough figure. In the large-\(m\) regime the same argument gives a scaling rule: to keep a margin of \(z\) widths, a block needs \(s\approx m+z\sqrt m\) spares. The reserve beyond the mean, as a fraction of the mean, then falls as \(z/\sqrt m\).

## Exact solution

**The repair condition.** Each faulty row uses one spare, so repair succeeds if and only if \(N\le s\). The case \(N=4\) is included, since it uses the last spare and leaves no row unrepaired. The yield is

\[
Y=P(N\le4)=\sum_{k=0}^{4}P_k .
\]

**The probabilities.** For \(R\) independent rows, the probability of exactly \(k\) faulty ones is binomial. With \(q=m/R\),

\[
\frac{R(R-1)\cdots(R-k+1)}{k!}\left(\frac mR\right)^k\left(1-\frac mR\right)^{R-k}
=\frac{m^k}{k!}\,
\frac{R(R-1)\cdots(R-k+1)}{R^k}
\left(1-\frac mR\right)^{R-k}.
\]

Let \(R\) grow while \(m\) and \(k\) stay fixed. The middle fraction is a product of \(k\) factors, each tending to 1. The logarithm of the last factor is \((R-k)\ln(1-m/R)\), which tends to \(-m\). Hence

\[
P_k=e^{-m}\frac{m^k}{k!},\qquad
\frac{P_k}{P_{k-1}}=\frac mk .
\]

**The sum.** Start from \(P_0=e^{-2}=0.135335\) and multiply in turn by \(2/1\), \(2/2\), \(2/3\) and \(2/4\):

| Faulty rows | Probability | In percent |
|---|---|---|
| 0 | \(e^{-2}\) | 13.534 |
| 1 | \(2e^{-2}\) | 27.067 |
| 2 | \(2e^{-2}\) | 27.067 |
| 3 | \(\tfrac43e^{-2}\) | 18.045 |
| 4 | \(\tfrac23e^{-2}\) | 9.022 |

Since \(\tfrac43+\tfrac23=2\),

\[
Y=e^{-2}(1+2+2+2)=7e^{-2}=7\times0.135335=0.9473 .
\]

The repairable yield is 94.7 percent, and 5.3 percent of blocks have too many faulty rows.

**A second route.** Define

\[
I_s=\int_m^\infty\frac{t^s e^{-t}}{s!}\,dt .
\]

Integrating by parts, with \(e^{-t}\) as the factor integrated, gives

\[
I_s=\left[-\frac{t^s e^{-t}}{s!}\right]_m^\infty+\int_m^\infty\frac{t^{s-1}e^{-t}}{(s-1)!}\,dt
=P_s+I_{s-1}.
\]

Repeating this down to \(I_0=e^{-m}=P_0\) gives \(I_s=P_s+P_{s-1}+\cdots+P_0=Y\). Numerical integration for \(m=2\), \(s=4\) gives 94.735 percent, in agreement with the sum.

**The number of spares.** With the mean held at two faulty rows, each added spare rescues the blocks with exactly one more faulty row:

| Spares | 2 | 3 | 4 | 5 | 6 |
|---|---|---|---|---|---|
| Yield, percent | 67.7 | 85.7 | 94.7 | 98.3 | 99.5 |

Five spares fall short of 99 percent, so six are needed. Having only two spares, as many as the average number of faulty rows, would lose about a third of the blocks; for a larger mean matched by an equal number of spares, the loss rises towards one half.

## Comparison of the two results

The estimate gave a loss of about 3.5 percent, while the Poisson model gives 5.3 percent. The yield is thus overestimated by about 1.7 points. Relative to the true loss in the model, the estimate is low by about one third.

The difference comes from the upper tail. From the yields with four, five and six spares,

\[
P_5=98.344\%-94.735\%=3.61\%,\qquad
P_6=99.547\%-98.344\%=1.20\% .
\]

The bell curve gave 2.97 and 0.52 percent. These two counts account for about 1.3 of the missing 1.7 points. The later counts supply the rest, as the ratios of neighbouring terms show:

\[
\frac{P_{k+1}}{P_k}=\frac{m}{k+1},\qquad
\frac{G_{k+1}}{G_k}=\exp\!\left[-\frac{2(k-m)+1}{2m}\right].
\]

At \(k=5\) and \(m=2\) they are 0.33 and 0.17. Each further step multiplies the second ratio by \(e^{-1/2}=0.61\), but the first by \((k+1)/(k+2)\), which is at least \(6/7\). The Poisson tail therefore stays above the bell curve for all larger counts.

The opposite limit, \(m\ll1\), needs no bell curve. The loss is then dominated by its first term, \(P_{s+1}\approx m^{s+1}/(s+1)!\). For any \(m<s+2\), the ratios of successive terms beyond \(P_{s+1}\) are at most \(m/(s+2)\), so a geometric series gives the bound

\[
1-Y\le\frac{P_{s+1}}{1-m/(s+2)} .
\]

Here the bound is \(3.61\%/(1-2/6)=5.4\%\), just above the actual 5.3 percent.

## How much the assumptions matter

**The mean.** Differentiating \(P_k=e^{-m}m^k/k!\) gives \(dP_k/dm=P_{k-1}-P_k\), with \(P_{-1}=0\). In the sum over \(k\), neighbouring terms cancel:

\[
\frac{dY}{dm}=\sum_{k=0}^{s}(P_{k-1}-P_k)=-P_s .
\]

The blocks at risk from a small increase in faults are those that have already used their last spare. Here the slope is \(-9.0\) points per additional mean faulty row. A mean higher by ten percent, or 0.2 rows, should cost about 1.8 points. The full calculation gives 2.0 points, because the slope steepens as \(P_4\) grows with \(m\). If the mean doubles to four while the number of spares stays at four, the yield drops to 62.9 percent.

**The finite number of rows.** To first order in \(1/R\), the two factors dropped in the Poisson limit are

\[
\frac{R(R-1)\cdots(R-k+1)}{R^k}\approx1-\frac{k(k-1)}{2R},\qquad
\left(1-\frac mR\right)^{R-k}\approx e^{-m}\left(1+\frac{km}{R}-\frac{m^2}{2R}\right).
\]

The binomial probability is therefore

\[
P_k-\frac{1}{2R}\left[k(k-1)-2km+m^2\right]P_k .
\]

Using \(kP_k=mP_{k-1}\) and \(k(k-1)P_k=m^2P_{k-2}\), the correction becomes \(-(m^2/2R)(P_{k-2}-2P_{k-1}+P_k)\). Summed from \(k=0\) to \(s\), the bracket leaves \(P_s-P_{s-1}\), so

\[
Y_{\rm binomial}-Y\approx\frac{m^2}{2R}(P_{s-1}-P_s)
=\frac{4}{2048}\,(18.045\%-9.022\%)=0.018\ \text{points}.
\]

The exact binomial sum gives the same shift to this accuracy.

**Faulty spares.** Suppose that spares fail with the same probability \(q\) as regular rows. If \(B\) spares are faulty, repair needs \(N\le s-B\), or \(N+B\le s\). The condition is now at most four faulty rows among all 1028. The mean rises by \(sq=0.0078\), and the slope predicts a loss of \(0.0078\times9.0=0.07\) points. The binomial calculation confirms this.

**Clustering.** A Poisson law with one common mean requires the same fault level in every block. Suppose instead that the mean \(x\) varies between blocks with density \(xe^{-x}\), a gamma distribution of shape 2. Its average is still 2 and its variance is 2. The variance of the count is the average Poisson variance plus the variance of the mean, \(2+2=4\), twice the earlier value. The probability of \(k\) faulty rows becomes

\[
Q_k=\int_0^\infty xe^{-x}\,\frac{x^k e^{-x}}{k!}\,dx
=\frac{1}{k!}\,\frac{(k+1)!}{2^{k+2}}
=\frac{k+1}{2^{k+2}},
\]

and the yield is

\[
\sum_{k=0}^{4}Q_k=\frac14\left(1+1+\frac34+\frac12+\frac5{16}\right)=\frac{57}{64}=89.1\% .
\]

The loss of 5.7 points occurs at an unchanged average number of faulty rows. Its sign depends on the case. From the slope, \(d^2Y/dm^2=P_s-P_{s-1}\), which is negative for \(m<s\) and positive for \(m>s\). A small spread in the mean therefore lowers the average yield when the spares outnumber the average number of faulty rows, and raises it when the average number of faulty rows exceeds the spares.

**Bit-line faults.** In this model each bit line connects to all rows, so a failed one makes every row faulty and row repair cannot help. In arrays where a bit line connects to only every second row, half the rows become faulty, still far more than four spares can replace. If such faults are independent of the others and Poisson-distributed with mean \(b\), a block escapes them with probability \(e^{-b}\). For \(b=0.01\), the yield becomes \(94.735\%\times e^{-0.01}=93.8\%\), a loss of 0.9 points.

**From cells to rows.** If cells fail independently with probability \(p\), a row is sound when all its cells are, so \(1-q=(1-p)^C\) and

\[
p=1-(1-q)^{1/C}=1.91\times10^{-6}.
\]

This is 1.91 parts per million (ppm), or 2.002 faulty cells per block. The small excess over two arises because a row with several faulty cells counts once. A simulation of 30,000 blocks that drew faulty cells with this probability and counted the affected rows gave a yield of 94.76 percent, with a standard error of 0.13 points. This agrees with the Poisson result.

**Real memory blocks.** The array size corresponds to a block of about one megabit. The cell fault probability of about 2 ppm is a rough model value for a block that needs some repair, not a measurement; an immature process may be far worse. In a ferroelectric memory, a cell may fail because its capacitor leaks or switches too little charge, and repeated switching or a hotter operating temperature can add such failures after the spares have been assigned. Real faults may also cluster. Differences in film or processing between blocks act like the varying mean calculated above. Clusters of faulty cells within one row act the other way: for the same average number of faulty cells they spoil fewer rows, which raises the yield of row repair. Defects that span neighbouring rows lower it: if every defect spoils two rows and the number of defects is Poisson with mean 1, the mean number of faulty rows is still about two, but four spares cover only two defects, and the yield is about \(e^{-1}(1+1+\tfrac12)=92.0\%\). Among the scenarios calculated here, a doubled mean costs most, 31.9 points, followed by clustering at 5.7 points. The sizes of these scenarios are chosen, so their order is not a ranking for every product. Error correction or spare columns would change the repair condition itself. The 94.7 percent therefore applies to row repair of one block, at the time when the mean is two faulty rows. The remaining digits are in the numerical output.

## Computed results

```
Mean faulty rows per block: 2.0 rows
Fault-free spare rows: 4 rows
Regular rows per block: 1024 rows
Cells per row: 1024 cells
Row fault probability: 0.1953 percent
Cell fault probability: 1.909 ppm
Mean faulty cells per block: 2.0020 cells
exp(-m): 0.135335 (dimensionless)
Probability of 0 faulty rows: 13.534 percent
Probability of 1 faulty rows: 27.067 percent
Probability of 2 faulty rows: 27.067 percent
Probability of 3 faulty rows: 18.045 percent
Probability of 4 faulty rows: 9.022 percent
Repairable yield: 94.735 percent
Repairable yield as a fraction: 0.947347 (dimensionless)
Yield from tail integral: 94.735 percent
Unrepairable blocks: 5.265 percent
Yield with 0 spares: 13.534 percent
Yield with 1 spares: 40.601 percent
Yield with 2 spares: 67.668 percent
Yield with 3 spares: 85.712 percent
Yield with 4 spares: 94.735 percent
Yield with 5 spares: 98.344 percent
Yield with 6 spares: 99.547 percent
Simulated blocks: 30000 blocks
Simulated yield: 94.76 percent
Standard error of simulation: 0.13 points
Yield slope: -9.022 points per extra mean faulty row
Finite-row yield: 94.752 percent
Finite-row shift, exact: 0.0176 points
Finite-row shift, formula: 0.0176 points
Yield if spares can fail: 94.682 percent
Shift from faulty spares: -0.0707 points
Clustering shape a: 2.0 (dimensionless)
Clustered count variance: 4.0 rows^2
Yield with clustering: 89.062 percent
Shift from clustering: -5.672 points
Mean bit-line faults per block: 0.01 faults
Yield with bit-line faults: 93.792 percent
Shift from bit-line faults: -0.943 points
Simulated bit-line shift: -0.950 points
Yield at mean 2.2 rows: 92.750 percent
Shift for ten percent higher mean: -1.984 points
Yield at mean 4.0 rows: 62.884 percent
Shift for doubled mean: -31.851 points
```
